\section*{Quantised Hall and zero longitudinal resistance from chiral edge channels, part 2}

A flat rectangular bar has a non-conducting interior and $N$ one-way channels along each edge. The question is how its Hall and longitudinal resistances, $R_H$ and $R_L$, respond to coupled edges and imperfect contacts.

Contacts 1 to 6 follow each other in the direction of electron motion: source 1 (left end), upper probes 2 and 3, drain 4 (right end), lower probes 5 and 6. The current $I$ enters at contact 1 and leaves at contact 4; the probes draw no net current. $I_i$ is the electric current entering the bar at contact $i$.

Atomic units hold in the algebra: $\hbar=e=m_e=1$, $h/e^2=2\pi$. The electron has charge $-1$, and contact $i$ has electrochemical potential $\mu_i$ and voltage $V_i=-\mu_i$. An ideal contact absorbs all arriving channels and fills all departing ones up to $\mu_i$.

$T_{ij}$ is the total transmission from contact $j$ to contact $i$ at the Fermi energy $E_F$, $T_{ii}$ the reflection, and $M_i$ the number of channels of contact $i$:
\begin{equation}
2\pi I_i=\sum_{j\ne i}T_{ij}(V_i-V_j).
\label{eq:terminal2}
\end{equation}
\begin{equation}
\sum_jT_{ij}=M_i,\qquad \sum_jT_{ji}=M_i .
\label{eq:sums}
\end{equation}

\paragraph{Theorem.} With $E_F$ in a bulk gap, separated edges, ideal contacts, linear response and low temperature,
\begin{align}
R_H&=\frac{V_2-V_6}{I}=\frac{V_3-V_5}{I}=\frac{2\pi}{N},
\label{eq:RH}\\
R_L&=\frac{V_2-V_3}{I}=\frac{V_6-V_5}{I}=0 .
\label{eq:RL}
\end{align}

\paragraph{Lemma 1.} In a wide bar in a magnetic field $B>0$ along $+z$, each Landau level below $E_F$ gives one channel on the upper edge moving along $+x$ and one on the lower edge moving along $-x$. In the proof, a state $e^{ikx}\phi(y)$ has its oscillator centre at $y_0=k/B$.

\paragraph{Lemma 2.} Two occupations of one channel that differ in electrochemical potential, $\mu_a$ and $\mu_b$, at the same temperature differ in particle current by $(\mu_a-\mu_b)/2\pi$, provided that the channel exists at all energies where the occupations differ.

A channel with potential $\mu_c$ and occupation $f_c$, arriving at a contact with $\mu_i$ and $f_i$, delivers heat at the rate
\begin{equation}
\int\frac{dE}{2\pi}(E-\mu_i)(f_c-f_i)=\frac{(\mu_c-\mu_i)^2}{4\pi}.
\label{eq:heat}
\end{equation}

\subsection{Electrons that cross the bar}

\paragraph{Proposition 1.} Let all contacts be ideal, and let a region between the probe pair $(2,6)$ and the probe pair $(3,5)$ scatter electrons elastically from the upper to the lower edge with total transmission $T_{62}=K$, where $0\le K<N$. Then
\begin{equation}
R_H=\frac{2\pi}{N},\qquad
R_L=\frac{2\pi K}{N(N-K)},\qquad
\frac{V_1-V_4}{I}=\frac{2\pi}{N-K}.
\label{eq:K}
\end{equation}

\paragraph{Proof.} The $N$ channels that leave contact 2 end at contact 3 or contact 6, so $T_{32}=N-K$. Contact 3 receives $N$ channels, from contacts 2 and 5, so $T_{35}=K$. Contact 6 also receives $N$ channels, from 2 and 5, so $T_{65}=N-K$. No symmetry of the scattering region was needed. Outside this region the motion is as before: $T_{21}=T_{43}=T_{54}=T_{16}=N$.

Contacts 2 and 5 receive electrons from one contact each, so zero current gives $V_2=V_1$ and $V_5=V_4$. Zero current at contacts 3 and 6 gives
\begin{align}
NV_3&=(N-K)V_2+KV_5=(N-K)V_1+KV_4,\label{eq:V3}\\
NV_6&=(N-K)V_5+KV_2=(N-K)V_4+KV_1.\label{eq:V6}
\end{align}
Let $D=V_1-V_4$. Subtraction yields
\begin{align}
V_2-V_3&=V_1-V_3=\frac{K}{N}D, &
V_6-V_5&=V_6-V_4=\frac{K}{N}D,\label{eq:long}\\
V_2-V_6&=V_1-V_6=\frac{N-K}{N}D, &
V_3-V_5&=V_3-V_4=\frac{N-K}{N}D.\label{eq:hall}
\end{align}
The source equation is $2\pi I=N(V_1-V_6)=(N-K)D$. Division of each voltage by $I=(N-K)D/2\pi$ gives the three results. $\square$

For small $K$ the longitudinal resistance is $2\pi K/N^2$ to leading order, so it measures the crossing of electrons directly. As $K$ approaches $N$, the bar is cut in two: $R_L$ and the two-terminal resistance diverge, while the ratio that defines $R_H$ keeps its value for every $K<N$. The reason is visible in the source equation. At the pair $(2,6)$ the upper edge carries $NV_2/2\pi$ to the right and the lower edge carries $NV_6/2\pi$ to the left, so $I=N(V_2-V_6)/2\pi$ whatever happens farther along. The three resistances also satisfy
\begin{equation}
\frac{2\pi}{N}+\frac{2\pi K}{N(N-K)}
=\frac{2\pi(N-K+K)}{N(N-K)}=\frac{2\pi}{N-K}.
\label{eq:series}
\end{equation}

\paragraph{Heat and longitudinal resistance.} The scattering region is elastic, yet $R_L$ is associated with the power $I(V_2-V_3)=K(N-K)D^2/(2\pi N)$. This heat is released in the probes. To find how it is shared, let $K$ be constant over the energies at which the occupations differ. A channel at $V_c$ that enters a contact at $V_i$ deposits heat at the rate $(V_c-V_i)^2/4\pi$. Probe 3 receives the equivalent of $N-K$ channels at $V_2$ and $K$ channels at $V_5$, so its heating rate is
\begin{align}
P_3&=\frac{1}{4\pi}\left[(N-K)\frac{K^2D^2}{N^2}
+K\frac{(N-K)^2D^2}{N^2}\right]\nonumber\\
&=\frac{K(N-K)D^2}{4\pi N^2}\,[K+(N-K)]
=\frac{K(N-K)D^2}{4\pi N}.
\label{eq:P3}
\end{align}
Probe 6 receives $N-K$ channels at $V_5$ and $K$ at $V_2$, with the same squared differences, and is heated equally. Together they account for $I(V_2-V_3)$. A probe that draws no net current still exchanges electrons, and it brings the mixed distribution that reaches it to equilibrium.

\subsection{Contacts that do not couple to every channel}

\paragraph{Proposition 2.} Let the edges be separated. The results $R_H=2\pi/N$ and $R_L=0$ hold if either (a) the source and the drain are ideal and each probe has some non-zero coupling to its edge, or (b) the four probes are ideal and the source and the drain have some non-zero coupling.

\paragraph{Proof of (a).} Contacts 1 and 4 absorb everything that arrives, so no electron from the lower edge passes contact 1 to the upper edge, and none passes contact 4 the other way. Probe 2 can receive electrons from contact 1 alone, apart from its own, and zero current gives $V_2=V_1$. Probe 3 can receive them from contacts 1 and 2, which are at the same voltage, so $V_3=V_1$. In the same way $V_5=V_6=V_4$. The source receives $N$ channels in total from contacts 4, 5 and 6, all at $V_4$. Hence $2\pi I=N(V_1-V_4)$, and the results follow.

\paragraph{Proof of (b).} Probe 3 receives all its $N$ channels from probe 2, and probe 6 all its channels from probe 5. Zero current gives $V_3=V_2$ and $V_6=V_5$, so $R_L=0$. Let $t_1=T_{21}$ be the transmission from the source to the upper edge. Electrons emitted by the source reach no other contact, and the source receives electrons from probe 6 alone. The two sum rules for contact 1 then give $T_{16}=T_{21}=t_1$. The remaining channels from probe 6 pass the source and reach probe 2, so $T_{26}=N-t_1$. The equations for contacts 2 and 1 are
\begin{align}
0&=t_1(V_2-V_1)+(N-t_1)(V_2-V_6),\label{eq:b2}\\
2\pi I&=t_1(V_1-V_6).\label{eq:b1}
\end{align}
In the first, write $V_2-V_1=(V_2-V_6)-(V_1-V_6)$. The terms in $V_2-V_6$ add to $N(V_2-V_6)$, and
\begin{equation}
N(V_2-V_6)=t_1(V_1-V_6)=2\pi I .
\label{eq:b3}
\end{equation}
Thus $(V_2-V_6)/I=2\pi/N$. Since $V_3=V_2$ and $V_5=V_6$, the other pair gives the same value. $\square$

In case (b) the two-terminal resistance does change. Equation \eqref{eq:b1} gives $V_1-V_6=2\pi I/t_1$. The same argument at the drain, with transmission $t_4$, gives $V_3-V_4=2\pi I/t_4$. With $V_3-V_6=2\pi I/N$,
\begin{align}
\frac{V_1-V_4}{I}&=\frac{(V_1-V_6)-(V_3-V_6)+(V_3-V_4)}{I}\nonumber\\
&=2\pi\left(\frac1{t_1}+\frac1{t_4}-\frac1N\right).
\label{eq:twoterm}
\end{align}
For $t_1=t_4=N$ this returns to $2\pi/N$.

\paragraph{When both kinds of contact are selective.} A simple example shows that the theorem can then fail. Let $N=2$, let every contact couple perfectly to the outer channel and not at all to the inner one, and let the two channels never mix. The inner channel takes no part, and the terminal equations are those of a single channel. The result is $R_H=2\pi$ instead of $\pi$, with $R_L=0$.

Mixing of the two channels can spoil $R_L$ as well. Suppose that the outer channel reaches probe 2 at voltage $u_o$ and the inner one passes it at $u_i$. The probe reads $V_2=u_o$ and refills the outer channel at this voltage. If a fraction $p$ of each channel is exchanged incoherently before probe 3, that probe reads $V_3=(1-p)u_o+pu_i$, and
\begin{equation}
V_2-V_3=p\,(u_o-u_i).
\label{eq:mix}
\end{equation}
The voltage $u_i$ is not free, because the inner channel runs around the whole bar. If the channels mix on the upper edge alone, the inner channel returns along the lower edge unchanged, and in the steady state it has the voltage of the outer channel on the upper edge; the difference then vanishes. If they mix on both edges, the difference is in general non-zero, although no electron has crossed the interior of the bar. An ideal source would have made $u_o=u_i$ on the upper edge, and an ideal probe 2 would have refilled both channels at one voltage; either removes $V_2-V_3$, but not the difference $V_6-V_5$ on the lower edge. An ideal probe 3 alone does not help, since it reads $(u_o+u_i)/2$ while probe 2 reads $u_o$.

\subsection{Transmissions of a lattice bar}

The propositions take the one-way motion as given. A lattice model makes it possible to compute $T_{ij}$ without that assumption. Electrons without spin hop between neighbouring sites of a square lattice with amplitude $-t$, where $t=0.020$ eV and the spacing is $a=50$ angstrom. These are round model parameters. In row $y$, counted in sites, the hop to the right carries the factor $e^{i\Phi y}$ with $\Phi=2\pi/10$, which corresponds to one tenth of a flux quantum per cell. A row alone would have energy $-2t\cos(k-\Phi y)$, whose minimum lies at $y=k/\Phi$, as in Lemma 1. The magnetic length is $a/\sqrt\Phi=50/\sqrt{0.6283}\approx63.1$ angstrom.

The bar is 2600 angstrom long and 900 angstrom wide, with probes 700 angstrom wide. Each contact is a semi-infinite strip of the same lattice in the same field. Let $\tau_j$ be the hopping from strip $j$ into the bar and $g_j$ the Green function of the isolated strip. The wave in the strip is $\chi_j+g_j\tau_j^\dagger\psi$, where $\chi_j$ is a state of the isolated strip and $\psi$ the wave in the bar. Inserted into the equation for the bar, this gives
\begin{equation}
\Bigl(E-H-\sum_i\Sigma_i\Bigr)\psi=\tau_j\chi_j,\qquad
\Sigma_i=\tau_ig_i\tau_i^\dagger .
\label{eq:sigma}
\end{equation}
Let $G$ be the inverse of the matrix on the left, and $\Gamma_i=i(\Sigma_i-\Sigma_i^\dagger)$. The states $\chi_j$ per unit energy sum to $i(g_j-g_j^\dagger)/2\pi$, so a filled strip $j$ produces the density matrix $G\Gamma_jG^\dagger/2\pi$ per unit energy in the bar. The term $\Sigma_i$ removes electrons into strip $i$ at the rate $\psi^\dagger\Gamma_i\psi$. By Lemma 2 a fully transmitted channel carries $1/2\pi$ per unit energy, and therefore
\begin{equation}
T_{ij}=\mathrm{Tr}\,[\Gamma_iG\Gamma_jG^\dagger],\qquad i\ne j .
\label{eq:trace}
\end{equation}

\subsection{Worked example with two channels}

The second bulk band of the infinite lattice ends at $-0.047016$ eV, and the third begins at $-0.029554$ eV. The Fermi energy is placed midway, at $-0.038285$ eV, which is $0.0087$ eV from either band. In the computed matrix every $T_{i+1,i}$ is $2.00000$ and every other off-diagonal element is $0.00000$ to the printed digits. The one-way motion is thus a result of the lattice calculation.

A bias $V_1-V_4$ of $0.0010$ volt, which corresponds to an energy $e(V_1-V_4)$ of $0.0010$ eV, gives $\mu_1-\mu_4=-0.0010$ eV. Contacts 2 and 3 take the potential of the source, and 5 and 6 that of the drain. The current, expressed as the energy $hI/e$, is $2\times0.0010=0.0020$ eV. In atomic units $hI/e$ is $2\pi I$, so
\begin{equation}
R_H=2\pi\,\frac{0.0010}{0.0020}=3.1416\ \frac{\hbar}{e^2},
\label{eq:number}
\end{equation}
which is $12906.4$ ohm. The computed $R_L$ is $3\times10^{-8}\,\hbar/e^2$, negligible on the scale of $R_H$. It is not rounding error but the residual leakage between the edges of a bar of finite width: it equals the $2\pi K/N^2$ of Proposition 1 with $K=T_{62}\approx2\times10^{-8}$, and it falls to about $5\times10^{-12}\,\hbar/e^2$ for a bar 1200 angstrom wide. Reversing the field changes the sign of $R_H$ and leaves its magnitude at $3.1416\,\hbar/e^2$.

Lemma 2 was tested on an infinitely long strip of the same width. Its right-moving states carry $0.0020$ eV, as $h$ times the particle current, for the same bias. They lie on average 47 angstrom from the uppermost row, and the left-moving states lie equally far from the lowest row.

\paragraph{Disorder.} Random site energies between $-0.0060$ and $0.0060$ eV were added to the bar. A perturbation of this kind can move a bulk band edge by at most $0.0060$ eV, which is less than the $0.0087$ eV available, so no bulk state reaches $E_F$. For the one sample computed, $R_H$ is unchanged to the printed digits and $R_L$ is $3\times10^{-7}\,\hbar/e^2$.

\paragraph{Barrier.} A potential step of $0.019452$ eV across the bar, 600 angstrom long, places the local energy in the first gap, where one channel exists. One channel passes and the other is turned to the opposite edge, so $K=1$. Proposition 1 predicts $R_L=2\pi\cdot1/(2\cdot1)=3.1416\,\hbar/e^2$ and a two-terminal resistance of $6.2832\,\hbar/e^2$. The lattice gives these values to within $3\times10^{-5}\,\hbar/e^2$, with $R_H$ still $3.1416\,\hbar/e^2$. A barrier of 200 angstrom gives $K=0.99997$, so the test covers values of $K$ close to 1; for other values the proposition rests on its proof.

\paragraph{Selective contacts.} Raising the site energies of a strip by the same $0.019452$ eV leaves it with one channel at $E_F$. When this is done to the four probes alone, or to the source and drain alone, $R_H$ remains $3.1416\,\hbar/e^2$ and $R_L$ is at most $2\times10^{-6}\,\hbar/e^2$, in agreement with Proposition 2. When it is done to all six contacts, $R_H$ becomes $6.03\,\hbar/e^2$ and $R_L$ becomes $1.1\,\hbar/e^2$. These two numbers belong to this energy and geometry only. Shifting $E_F$ by up to $0.0005$ eV moves $R_H$ between about $5.6$ and $6.3\,\hbar/e^2$ and $R_L$ between about $0.1$ and $2.1\,\hbar/e^2$, and moving each probe one site toward the middle of the bar gives about $3.6$ and $28\,\hbar/e^2$. What the calculation shows is that quantisation is lost; the non-zero $R_L$ rules out the unmixed example as a full description. Mixing of the two channels is a possible cause, but equation \eqref{eq:mix} cannot be applied directly, because it describes incoherent exchange and the lattice bar is phase-coherent. Where and how the channels mix was not examined.

The model omits spin, interactions between electrons and inelastic scattering inside the bar. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping 0.020 eV; lattice spacing 50.0 angstrom
flux per cell 0.10 flux quanta
magnetic length 63.08 angstrom
bar length 2600, width 900 angstrom
probe width 700 angstrom
bulk band 1: -0.068401 to -0.068398 eV
bulk band 2: -0.047076 to -0.047016 eV
bulk band 3: -0.029554 to -0.029041 eV
Fermi energy for N=1: -0.057737 eV
Fermi energy for N=2: -0.038285 eV
bias 0.0010 eV; ribbon smoothing kT 0.0005 eV
ribbon N=1: h x particle current 0.0010000 eV
  right movers from top 29.7 angstrom
  left movers from bottom 29.7 angstrom
ribbon N=2: h x particle current 0.0020000 eV
  right movers from top 46.6 angstrom
  left movers from bottom 46.6 angstrom
transmission matrix N=2 (row: into, column: from)
  0.00000 0.00000 0.00000 0.00000 0.00000 2.00000
  2.00000 0.00000 0.00000 0.00000 0.00000 0.00000
  0.00000 2.00000 0.00000 0.00000 0.00000 0.00000
  0.00000 0.00000 2.00000 0.00000 0.00000 0.00000
  0.00000 0.00000 0.00000 2.00000 0.00000 0.00000
  0.00000 0.00000 0.00000 0.00000 2.00000 0.00000
mu_1 - mu_4 = -0.0010000 eV
mu_2 - mu_4 = -0.0010000 eV
mu_3 - mu_4 = -0.0010000 eV
mu_4 - mu_4 = 0.0000000 eV
mu_5 - mu_4 = -0.0000000 eV
mu_6 - mu_4 = -0.0000000 eV
current as h I/e = 0.0020000 eV
clean N=1 [hbar/e^2]:
  R_H 6.28319, 6.28319; two-terminal 6.28319
  R_L upper 3.12e-13, lower 3.12e-13
clean N=2 [hbar/e^2]:
  R_H 3.14159, 3.14159; two-terminal 3.14159
  R_L upper 2.96e-08, lower 2.96e-08
main result N=2: R_H = 12906.40 ohm
formula h/(2e^2) = 12906.40 ohm
reversed field R_H -3.14159 hbar/e^2
disorder +-0.0060 eV; half gap 0.008731 eV
  R_H 3.14159, R_L 2.72e-07 hbar/e^2
barrier 600 angstrom, 0.019452 eV: K=1.00000
  R_H 3.14159, R_L 3.14161, 2-term 6.28320 hbar/e^2
barrier 200 angstrom, 0.019452 eV: K=0.99997
  R_H 3.14159, R_L 3.14140, 2-term 6.28299 hbar/e^2
selective probes: R_H 3.1416, R_L 3.2e-08 hbar/e^2
selective source+drain: R_H 3.1416, R_L 1.8e-06 hbar/e^2
selective all contacts: R_H 6.0335, R_L 1.1e+00 hbar/e^2
\end{verbatim}
